# Finding the critical links in Miller-Abrahams hopping through a dielectric: test program

```python
"""
Result under test: low-bias Miller-Abrahams hopping between traps is a resistor
network with link conductance
  g_ij = (e^2 nu0/kT) exp(-2 r_ij/a) (1-f_i)(1-f_j) exp(-max(E_i,E_j)/kT),
and the links that control its conductance G are those with a large share
  p_ij = g_ij (v_i-v_j)^2 / G = d ln G / d ln g_ij   of the dissipation.
Symbols: r_ij distance (nm), a localization length (nm), E_i trap energy above the
electrode Fermi level (eV), f_i Fermi occupation, v_i node potential at unit bias,
nu0 attempt rate (1/s), kT thermal energy (eV).  Electrodes are nodes with E = 0
and the factor (1-f) replaced by 1.  Node order: traps, source, drain.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import cho_factor, cho_solve
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components

q = sc.e
kB = sc.k / sc.e                       # eV/K
T_use = 378.0                          # K
kT_use = kB * T_use
nu0 = 1e13                             # 1/s
a_loc = 0.3                            # nm
gap = 20.0                             # nm
side = 20.0                            # nm
density = 0.06                         # traps per nm^3
n_traps = int(round(density * gap * side**2))
E_mean, E_width = 0.8, 0.1             # eV
core, margin = 0.7, 0.5                # nm, least trap-trap and trap-metal distance
eps_r, m_eff = 3.0, 0.5                # relative permittivity, band mass / m_e


def make_sample(rng):
    """Random traps with a hard core; periodic in x and y."""
    pos = np.empty((n_traps, 3))
    count = 0
    while count < n_traps:
        p = rng.random(3) * [side, side, gap - 2 * margin] + [0, 0, margin]
        d = pos[:count] - p
        d[:, :2] -= side * np.round(d[:, :2] / side)
        if count == 0 or (d**2).sum(1).min() > core**2:
            pos[count] = p
            count += 1
    return pos, rng.normal(E_mean, E_width, n_traps)


def overlap_matrix(pos, length=gap, period=side):
    """exp(-2r/a) between all nodes, and the distances r."""
    n = len(pos)
    d = pos[:, None, :] - pos[None, :, :]
    d[:, :, :2] -= period * np.round(d[:, :, :2] / period)
    r = np.full((n + 2, n + 2), np.inf)
    r[:n, :n] = np.sqrt((d**2).sum(2))
    r[np.arange(n), np.arange(n)] = np.inf
    r[:n, n] = r[n, :n] = pos[:, 2]
    r[:n, n + 1] = r[n + 1, :n] = length - pos[:, 2]
    return np.exp(-2 * r / a_loc), r


def conductances(K, E, kT):
    """Derived link conductances in siemens."""
    level = np.append(E, [0.0, 0.0])
    empty = np.append(1 / (1 + np.exp(-E / kT)), [1.0, 1.0])
    top = np.maximum(level[:, None], level[None, :])
    return q * nu0 / kT * K * np.outer(empty, empty) * np.exp(-top / kT)


def solve_network(g, want_resistance=False):
    """Kirchhoff solution with source at 1 and drain at 0."""
    n = len(g) - 2
    deg = g.sum(1)[:n]
    s = 1 / np.sqrt(deg)
    A = (np.diag(deg) - g[:n, :n]) * np.outer(s, s)
    fac = cho_factor(A)
    v = np.append(s * cho_solve(fac, s * g[:n, n]), [1.0, 0.0])
    power = g * (v[:, None] - v[None, :])**2
    G = 0.5 * power.sum()
    if not want_resistance:
        return G, v, power / G
    Z = np.zeros_like(g)
    Z[:n, :n] = cho_solve(fac, np.eye(n)) * np.outer(s, s)
    dz = np.diag(Z)
    return G, v, power / G, dz[:, None] + dz[None, :] - 2 * Z


def percolate(g):
    """Add links in falling order until source and drain connect."""
    m = len(g)
    src, drn = m - 2, m - 1
    iu, ju = np.triu_indices(m, 1)
    order = np.argsort(-g[iu, ju])
    parent = list(range(m))
    tree = [[] for _ in range(m)]

    def find(x):
        while parent[x] != x:
            parent[x] = parent[parent[x]]
            x = parent[x]
        return x

    for k in order:
        i, j = int(iu[k]), int(ju[k])
        ri, rj = find(i), find(j)
        if ri == rj:
            continue
        if {ri, rj} == {find(src), find(drn)}:
            root = find(src)
            mask = np.array([find(x) == root for x in range(m)])
            tree[i].append(j)
            tree[j].append(i)
            break
        parent[ri] = rj
        tree[i].append(j)
        tree[j].append(i)
    came = {src: None}
    stack = [src]
    while stack:
        x = stack.pop()
        for y in tree[x]:
            if y not in came:
                came[y] = x
                stack.append(y)
    path, x = [], drn
    while came[x] is not None:
        path.append((came[x], x))
        x = came[x]
    return (i, j), mask, path


def hop_rates(K, level, kT):
    """Miller-Abrahams rates from row node to column node, in units of nu0."""
    return K * np.exp(-np.maximum(level[None, :] - level[:, None], 0) / kT)


def master(K, E, z, V, kT, shape=1):
    """Newton solution of the mean-field master equation at bias V."""
    n = len(E)
    level = np.append(E - V * (z / gap)**shape, [0.0, -V])
    w = hop_rates(K, level, kT)
    ws = w[:n, :n]
    inj = w[n, :n] + w[n + 1, :n]
    out = w[:n, n] + w[:n, n + 1]

    def jacobian(f):
        J = ws.T * (1 - f)[:, None] + ws * f[:, None]
        J[np.arange(n), np.arange(n)] = -(ws.T @ f + ws @ (1 - f) + inj + out)
        return J

    f = np.zeros(n)
    for _ in range(5):
        F = (ws.T @ f + inj) * (1 - f) - f * (ws @ (1 - f) + out)
        f = f - np.linalg.solve(jacobian(f), F)
    forward = np.append(f, [1, 1])[:, None] * w * np.append(1 - f, [1, 1])[None, :]
    return forward - forward.T, f, jacobian(f), w


def across(flow, mask):
    return flow[mask][:, ~mask].sum()


def bias_sensitivity(flow, J, w, current):
    """d ln I / d ln(link prefactor) from the adjoint potential."""
    n = len(J)
    lam = np.linalg.solve(J.T, -(w[n, :n] + w[:n, n]))
    lam = np.append(lam, [1.0, 0.0])
    return (lam[:, None] - lam[None, :]) * flow / current


def leading(M, count):
    iu, ju = np.triu_indices(len(M), 1)
    best = np.argsort(-M[iu, ju])[:count]
    return [(int(iu[k]), int(ju[k])) for k in best]


def with_links(M, links, factor):
    out = M.copy()
    for i, j in links:
        out[i, j] *= factor
        out[j, i] *= factor
    return out


def exclusion_current(w, n):
    """Source current from the stationary state of all 2^n configurations."""
    size = 2**n
    M = np.zeros((size, size))
    cur = np.zeros(size)
    for s in range(size):
        for i in range(n):
            flip = s ^ (1 << i)
            if (s >> i) & 1:
                M[flip, s] += w[i, n] + w[i, n + 1]
                cur[s] -= w[i, n]
                for j in range(n):
                    if not (s >> j) & 1:
                        M[flip ^ (1 << j), s] += w[i, j]
            else:
                M[flip, s] += w[n, i] + w[n + 1, i]
                cur[s] += w[n, i]
    M -= np.diag(M.sum(0))
    M[0] = 1.0
    rhs = np.zeros(size)
    rhs[0] = 1.0
    return cur @ np.linalg.solve(M, rhs)


# ---- five traps: network against the full exclusion process ----
rng = np.random.default_rng(7)
small_pos = np.column_stack([rng.uniform(0, 1.5, 5), rng.uniform(0, 1.5, 5),
                             np.array([0.7, 1.3, 2.0, 2.6, 3.3])])
K5, _ = overlap_matrix(small_pos, length=4.0, period=1e9)
unit = rng.uniform(-1, 1, 5)
ratios = []
for E5 in (0.30 + 0.05 * unit, 0.06 * unit):
    step = 0.02 * kT_use
    I_pm = [exclusion_current(hop_rates(K5, np.append(E5, [m, 0.0]), kT_use), 5)
            for m in (step, -step)]
    G_many = q * nu0 * (I_pm[0] - I_pm[1]) / (2 * step)
    ratios.append(solve_network(conductances(K5, E5, kT_use))[0] / G_many)
assert abs(ratios[0] - 1) < 0.01
assert min(ratios) > 1 - 1e-3          # finite-difference error allowed

# ---- main sample ----
pos, E = make_sample(rng)
z = pos[:, 2]
K, r = overlap_matrix(pos)
g = conductances(K, E, kT_use)
G, v, share, R = solve_network(g, True)
drop = np.abs(v[:, None] - v[None, :])
crit, mask, path = percolate(g)
g_c = g[crit]
G_path = 1 / sum(1 / g[l] for l in path)
G_cut = across(g, mask)
z_all = np.append(z, [0.0, gap])
G_uniform = 0.5 * (g * ((z_all[:, None] - z_all[None, :]) / gap)**2).sum()

# percolation threshold by an independent connectivity count
for limit, joined in ((g_c * (1 - 1e-9), True), (g_c * (1 + 1e-9), False)):
    lab = connected_components(csr_matrix(g > limit), directed=False)[1]
    assert (lab[-1] == lab[-2]) == joined
assert G_path <= G <= G_cut and G <= G_uniform
I_cut = across(g * (v[:, None] - v[None, :]), mask)
assert abs(I_cut / G - 1) < 1e-5

# network against master equation, two electrostatic profiles
V0 = 5e-4
for shape in (1, 3):
    I_p = across(master(K, E, z, V0, kT_use, shape)[0], mask)
    I_m = across(master(K, E, z, -V0, kT_use, shape)[0], mask)
    G_master = q * nu0 * (I_p - I_m) / (2 * V0)
    assert abs(G_master / G - 1) < 2e-3   # second order in eV/kT
    if shape == 1:
        G_master_linear = G_master

# sensitivities and finite changes against fresh solutions
top = leading(share, 10)
for l in top[:3]:
    up = solve_network(with_links(g, [l], 1.01))[0]
    dn = solve_network(with_links(g, [l], 0.99))[0]
    assert abs(np.log(up / dn) / np.log(1.01 / 0.99) - share[l]) < 1e-4
    for factor in (0.0, 100.0):
        delta = (factor - 1) * g[l]
        predicted = G + delta * drop[l]**2 / (1 + delta * R[l])
        fresh = solve_network(with_links(g, [l], factor))[0]
        assert abs(predicted / fresh - 1) < 1e-5

fast = leading(g, 10)
G_no_top = solve_network(with_links(g, top, 0.0))[0]
G_no_fast = solve_network(with_links(g, fast, 0.0))[0]
assert G_no_top < G_no_fast

# activation energy as a dissipation average
level = np.append(E, [0.0, 0.0])
link_level = np.maximum(level[:, None], level[None, :])
E_act = 0.5 * (share * link_level).sum()
kT_a, kT_b = kB * (T_use - 1), kB * (T_use + 1)
G_a = solve_network(conductances(K, E, kT_a))[0]
G_b = solve_network(conductances(K, E, kT_b))[0]
E_act_fd = -np.log(G_a * kT_a / (G_b * kT_b)) / (1 / kT_a - 1 / kT_b)
assert abs(E_act - E_act_fd) < 2e-3
G_room, _, share_room = solve_network(conductances(K, E, kB * 298.0))
same_room = len(set(top) & set(leading(share_room, 10)))

# one new trap: middle of the worst link, or anywhere
def with_trap(point):
    K_new, _ = overlap_matrix(np.vstack([pos, point]))
    return solve_network(conductances(K_new, np.append(E, E_mean), kT_use))[0]

def node_point(k, partner):
    if k < n_traps:
        return pos[k]
    return np.array([pos[partner][0], pos[partner][1], z_all[k]])

i1, j1 = top[0]
start = node_point(i1, j1)
jump = node_point(j1, i1) - start
jump[:2] -= side * np.round(jump[:2] / side)
gain_worst = with_trap(start + 0.5 * jump) / G
gain_random = np.mean([with_trap(rng.random(3) * [side, side, gap - 2 * margin]
                                 + [0, 0, margin]) for _ in range(40)]) / G
assert gain_worst > gain_random

# finite bias: non-ohmic current and adjoint sensitivity
flow, f, J, w = master(K, E, z, V0, kT_use)
low = bias_sensitivity(flow, J, w, across(flow, mask))
assert np.abs(low - share).max() < 0.01
ohmic_ratio = {}
for V in (0.01, 0.1, 1.0):
    flow, f, J, w = master(K, E, z, V, kT_use)
    I_V = across(flow, mask)
    ohmic_ratio[V] = q * nu0 * I_V / (G * V)
assert f.min() > 0 and f.max() < 1
assert abs(flow[n_traps].sum() / I_V - 1) < 1e-3
sens = bias_sensitivity(flow, J, w, I_V)
assert abs(0.5 * sens.sum() - 1) < 1e-3
top_V = leading(sens, 10)
for l in top_V[:2]:
    I_up = across(master(with_links(K, [l], 1.02), E, z, 1.0, kT_use)[0], mask)
    I_dn = across(master(with_links(K, [l], 0.98), E, z, 1.0, kT_use)[0], mask)
    assert abs(np.log(I_up / I_dn) / np.log(1.02 / 0.98) - sens[l]) < 1e-3
same_bias = len(set(top) & set(top_V))
I_work = q * nu0 * I_V
area = (side * 1e-7)**2                # cm^2

# neglected effects
coul = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r) * 1e9      # eV nm
E_image = E - coul / 4 * (1 / z + 1 / (gap - z))
G_image = solve_network(conductances(K, E_image, kT_use))[0]
hb2 = sc.hbar**2 / (2 * m_eff * sc.m_e) / sc.e * 1e18       # eV nm^2
barrier = E_mean + hb2 / a_loc**2
lowering = np.sqrt(coul * 1.0 / gap)
richardson = 4 * np.pi * sc.e * m_eff * sc.m_e * sc.k**2 / sc.h**3 * 1e-4
J_emission = richardson * T_use**2 * np.exp(-(barrier - lowering) / kT_use)
log_tunnel = -2 * gap * np.sqrt((barrier - 0.5) / hb2) / np.log(10)
relax = 0.5                            # eV, rough reorganization energy
relax_factor = np.exp(-relax / (4 * kT_use))

# many samples: bounds, spread, and link between G and g_c
G_all, gc_all = [], []
for _ in range(40):
    p_s, E_s = make_sample(rng)
    g_s = conductances(overlap_matrix(p_s)[0], E_s, kT_use)
    G_s = solve_network(g_s)[0]
    c_s, m_s, path_s = percolate(g_s)
    assert 1 / sum(1 / g_s[l] for l in path_s) <= G_s <= across(g_s, m_s)
    G_all.append(G_s)
    gc_all.append(g_s[c_s])
G_all, gc_all = np.array(G_all), np.array(gc_all)
corr = np.corrcoef(np.log(G_all), np.log(gc_all))[0, 1]
assert corr > 0.4

ordered = np.sort(share[np.triu_indices(len(share), 1)])[::-1]
cumul = np.cumsum(ordered)
n50, n90 = (int(np.searchsorted(cumul, x)) + 1 for x in (0.5, 0.9))
below = z_all < gap / 2
mid = (g * (v[:, None] - v[None, :]))[below][:, ~below].ravel()
mid_sorted = np.sort(mid)[::-1]
n_mid = int(np.searchsorted(np.cumsum(mid_sorted[mid_sorted > 0]), 0.9 * mid.sum())) + 1

def name(k):
    return {n_traps: "source", n_traps + 1: "drain"}.get(k, str(k))

print(f"traps {n_traps}, links {len(ordered) - 1}, kT {kT_use:.5f} eV")
print(f"gap {gap} nm, cell side {side} nm, a {a_loc} nm, nu0 {nu0:.0e} 1/s")
print(f"trap level {E_mean} eV, width {E_width} eV, density {density*1e21:.1e} /cm3")
print(f"least trap-trap {core} nm, least trap-metal {margin} nm")
print(f"5 traps, network/full process: dilute {ratios[0]:.5f}, near Fermi {ratios[1]:.4f}")
print(f"network conductance G {G:.4e} S = {G/area:.3e} S/cm2")
print(f"master equation, low bias {G_master_linear:.4e} S")
print(f"percolation link {name(crit[0])}-{name(crit[1])}, g_c {g_c:.4e} S")
print(f"its length {r[crit]:.3f} nm, level {link_level[crit]:.3f} eV")
print(f"its share {share[crit]:.4f}, rank {int((ordered > share[crit]).sum()) + 1}")
print(f"path bound {G_path:.4e} S ({len(path)} links), cut bound {G_cut:.4e} S")
print(f"uniform-drop estimate {G_uniform:.4e} S, over G {G_uniform/G:.4g}")
print("critical links: nodes, r nm, level eV, g/g_c, drop, share, G open/G, G short/G")
for l in top[:5]:
    opened = 1 - g[l] * drop[l]**2 / (1 - g[l] * R[l]) / G
    short = 1 + drop[l]**2 / R[l] / G
    print(f" {name(l[0])}-{name(l[1])} {r[l]:.3f} {link_level[l]:.3f} {g[l]/g_c:.3f}"
          f" {drop[l]:.3f} {share[l]:.4f} {opened:.4f} {short:.4f}")
print(f"links holding 50% of dissipation {n50}, 90% {n90}")
print(f"participation number {1/(ordered**2).sum():.2f} links")
print(f"mid-plane links carrying 90% of current {n_mid}")
print(f"G after opening 10 critical links {G_no_top/G:.4f} of G")
print(f"G after opening 10 fastest links {G_no_fast/G:.4f} of G")
print(f"activation energy: average {E_act:.4f} eV, from T change {E_act_fd:.4f} eV")
print(f"G(298 K)/G(378 K) {G_room/G:.3e}, top-10 links kept {same_room}")
print(f"new trap in worst link: G x {gain_worst:.4f}")
print(f"new trap at random (mean of 40): G x {gain_random:.4f}")
for V, x in ohmic_ratio.items():
    print(f"bias {V} V: current / ohmic current {x:.4f}")
print(f"1 V: field {1.0/gap*10:.2f} MV/cm, current {I_work:.3e} A = {I_work/area:.3e} A/cm2")
print(f"1 V: electrons per second in cell {I_work/q:.3e}, mean number {f.sum():.3e}")
print(f"1 V: largest occupation {f.max():.3e}, top-10 links kept {same_bias}")
l = top_V[0]
print(f"1 V: leading link {name(l[0])}-{name(l[1])}, r {r[l]:.3f} nm, share {sens[l]:.4f}")
print(f"image forces (permittivity {eps_r}): G x {G_image/G:.3f}")
print(f"band mass {m_eff} m_e, barrier {barrier:.3f} eV, lowering at 1 V {lowering:.3f} eV")
print(f"emission over barrier at 1 V {J_emission:.3e} A/cm2")
print(f"direct tunnelling at 1 V, log10 of transmission {log_tunnel:.1f}")
print(f"relaxation {relax} eV: equal-level hop rate x {relax_factor:.4f}")
print(f"40 samples: G median {np.median(G_all):.3e} S, mean {G_all.mean():.3e} S")
print(f"40 samples: G least {G_all.min():.3e} S, greatest {G_all.max():.3e} S")
print(f"40 samples: spread of ln G {np.log(G_all).std():.3f}, of ln(G/g_c) "
      f"{np.log(G_all/gc_all).std():.3f}")
print(f"40 samples: correlation of ln G with ln g_c {corr:.3f}")
print("all good")
```

Printed output:

```
traps 480, links 115920, kT 0.03257 eV
gap 20.0 nm, cell side 20.0 nm, a 0.3 nm, nu0 1e+13 1/s
trap level 0.8 eV, width 0.1 eV, density 6.0e+19 /cm3
least trap-trap 0.7 nm, least trap-metal 0.5 nm
5 traps, network/full process: dilute 0.99994, near Fermi 1.0055
network conductance G 4.5786e-22 S = 1.145e-10 S/cm2
master equation, low bias 4.5786e-22 S
percolation link 1-281, g_c 1.9144e-22 S
its length 1.861 nm, level 0.902 eV
its share 0.0149, rank 17
path bound 6.5902e-23 S (23 links), cut bound 3.5272e-21 S
uniform-drop estimate 4.5968e-18 S, over G 1.004e+04
critical links: nodes, r nm, level eV, g/g_c, drop, share, G open/G, G short/G
 171-202 2.469 0.734 2.997 0.234 0.0687 0.8669 1.1422
 359-437 2.488 0.770 0.861 0.366 0.0481 0.9346 1.1825
 139-314 2.100 0.813 3.052 0.163 0.0338 0.9140 1.0557
 246-369 2.122 0.869 0.475 0.375 0.0279 0.9535 1.0696
 317-443 1.900 0.825 8.207 0.089 0.0275 0.8850 1.0361
links holding 50% of dissipation 24, 90% 163
participation number 60.22 links
mid-plane links carrying 90% of current 9
G after opening 10 critical links 0.5678 of G
G after opening 10 fastest links 0.9995 of G
activation energy: average 0.8101 eV, from T change 0.8101 eV
G(298 K)/G(378 K) 1.676e-03, top-10 links kept 9
new trap in worst link: G x 1.1482
new trap at random (mean of 40): G x 1.0104
bias 0.01 V: current / ohmic current 1.0049
bias 0.1 V: current / ohmic current 1.2220
bias 1.0 V: current / ohmic current 121.5555
1 V: field 0.50 MV/cm, current 5.566e-20 A = 1.391e-08 A/cm2
1 V: electrons per second in cell 3.474e-01, mean number 1.678e-04
1 V: largest occupation 1.231e-04, top-10 links kept 0
1 V: leading link 79-241, r 2.533 nm, share 0.0682
image forces (permittivity 3.0): G x 2.717
band mass 0.5 m_e, barrier 1.647 eV, lowering at 1 V 0.155 eV
emission over barrier at 1 V 1.108e-13 A/cm2
direct tunnelling at 1 V, log10 of transmission -67.4
relaxation 0.5 eV: equal-level hop rate x 0.0215
40 samples: G median 4.473e-22 S, mean 4.859e-22 S
40 samples: G least 2.069e-22 S, greatest 1.022e-21 S
40 samples: spread of ln G 0.365, of ln(G/g_c) 0.483
40 samples: correlation of ln G with ln g_c 0.744
all good
```
